# Conductance of a fully equilibrated single-band quantum wire, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the wire sends back to its leads

### The form of the answer

Take a long, clean wire with one occupied band, $\varepsilon=p^2/2m$, whose electrons collide with each other but with nothing else. Let $\mu$ be the chemical potential measured from the bottom of the band, and $T$ the temperature in energy units. Suppose that in a very long wire the conductance no longer depends on the length or on the strength of the collisions. It can then depend only on $m$, $\hbar$, $\mu$, $T$ and the charge $e$. Count units in energy, length, time and charge. Among the first four quantities, only $m$ then contains a unit of length. Once $m$ is dropped, only $\hbar$ contains a unit of time. The one dimensionless number left is $t=T/\mu$, so

$$G=\frac{2e^2}{h}\,F(t).$$

A symmetry suggests how $F$ begins. Within the thermal window around a Fermi point, the size of the momentum departs from its value at the Fermi energy by a relative amount of order $t$, upwards for electrons above that energy and downwards for those below it. Exchanging particles and holes reverses the sign of this departure. It also reverses the particle current and the bias, but not their ratio. If details of the collisions drop out, a term of first order in this departure must therefore vanish, and one expects $F=1-ct^2$ with a pure number $c$. This argument is heuristic and the proof does not use it. The proof gives $c=\pi^2/12$.

### Setting and assumptions

The wire occupies $0<x<L$. Electrons moving right have momentum $k(\varepsilon)=\sqrt{2m\varepsilon}$ and those moving left have $-k(\varepsilon)$. Further symbols are

- $v=p/m$, $p_F=\sqrt{2m\mu}$, $v_F=p_F/m$ and $z=\varepsilon-\mu$;
- $f_0=1/(e^{z/T}+1)$ and $w=-\partial f_0/\partial\varepsilon$, a peak of width about $T$ around $z=0$.

**(A1) Leads.** Both leads have temperature $T$. The left one has chemical potential $\mu+eV/2$ and the right one $\mu-eV/2$. The ends of the wire reflect nothing, and no collisions occur in them. The particle current $j$ is positive to the right, so $G=ej/V$. The bias is small, $eV\ll T$, and all quantities are kept to first order in $V$.

**(A2) Kinetic description.** Interactions are weak enough to enter through collisions alone, and no electric field acts inside the wire. Write $f=f_0+w\psi$, where $\psi$ has the unit of energy. The steady linearized kinetic equation is

$$v\,\partial_x\psi=-C\psi, \tag{1}$$

where $C$ is the linearized collision operator. With the inner product $\langle\phi,\psi\rangle=\int_{-\infty}^{\infty}dp\,w\,\phi\,\psi$, conservation of number, energy and momentum reads

$$\langle\phi,C\psi\rangle=0\quad\text{for }\phi=1,\ \varepsilon,\ p. \tag{2}$$

**(A3) Equilibrium and entropy.** Collisions obey detailed balance and do not lower the entropy. Two consequences are used.

First, the boosted Fermi function

$$f=\frac{1}{e^{(\varepsilon-up-\mu)/T}+1} \tag{3}$$

is stationary under collisions. It has $f/(1-f)=e^{-(\varepsilon-up-\mu)/T}$. The product of these factors over the colliding electrons is the same before and after a collision, because number, energy and momentum are conserved, so every process is balanced by its reverse. To first order in $u$, equation (3) is $f_0+w\,up$, hence $Cp=0$. Small changes of $\mu$ and $T$ give $C1=0$ and $Cz=0$ in the same way.

Second, $\langle\psi,C\psi\rangle\ge0$. To see this, expand the entropy of a state, $-f\ln f-(1-f)\ln(1-f)$, about $f_0$. The first-order term is $(z/T)\,\delta f$. Its sum over states is unchanged by collisions, which conserve number and energy. The second-order term is $-(\delta f)^2/[2f_0(1-f_0)]=-w\psi^2/2T$, since $f_0(1-f_0)=Tw$. Collisions change $\psi$ at the rate $-C\psi$, so they change the entropy at a rate proportional to $\langle\psi,C\psi\rangle/T$, which must not be negative.

**(A4) Full equilibration.** Number, energy and momentum are the only conserved quantities, and everything else relaxes at a rate of at least $\gamma>0$:

$$\langle\psi,C\psi\rangle\ge\gamma\,\langle\psi_\perp,\psi_\perp\rangle, \tag{4}$$

where $\psi_\perp$ is the part of $\psi$ orthogonal to $1$, $z$ and $p$. In particular, the number of right movers is not conserved. The wire is long: $L\gg v_F/\gamma$.

**Theorem.** Under (A1) to (A4), in the limit $L\to\infty$ at fixed $t=T/\mu$,

$$G=\frac{2e^2}{h}\left[1-\frac{\pi^2}{12}\left(\frac{T}{\mu}\right)^2+O(t^3)\right]\qquad(t\to0). \tag{5}$$

The conservation laws and the boosted distribution carry most of the proof, but they are not sufficient alone. The lead conditions (A1) are needed, and so is a bound on what leaves the wire, which follows from the entropy law. The order of limits matters as well, because $\gamma$ itself may depend strongly on $t$.

### Lemma 1: three constant fluxes

**Lemma 1.** The currents of number and energy and the flux of momentum,

$$j=\frac2h\int_0^\infty d\varepsilon\,(f_R-f_L),\quad
j_E=\frac2h\int_0^\infty d\varepsilon\,\varepsilon\,(f_R-f_L),\quad
\Pi=\frac2h\int_0^\infty d\varepsilon\,k(\varepsilon)\,(f_R+f_L),$$

do not depend on $x$.

*Proof.* There are $2\,dp/h$ states per unit length in the interval $dp$, the factor 2 being for spin. A quantity $\phi(p)$ therefore has the flux $(2/h)\int dp\,v\,\phi f$. For right movers $v\,dp=d\varepsilon$. For left movers the velocity is negative, which gives the minus signs in $j$ and $j_E$. In $\Pi$ the momentum is negative too, and the two signs cancel. Multiply (1) by $w\phi$ and integrate over $p$. By (2) the right side vanishes for $\phi=1,\varepsilon,p$, so the corresponding flux is constant. $\square$

The leads fix what enters. Expanding their Fermi functions to first order in $V$ gives

$$\psi_R(0)=\tfrac12eV,\qquad\psi_L(L)=-\tfrac12eV. \tag{6}$$

What leaves is unknown. Write it as the value without collisions plus a deviation:

$$\psi_R(L)=\tfrac12eV+g_R,\qquad\psi_L(0)=-\tfrac12eV+g_L. \tag{7}$$

Two numbers describe the right-hand outflow,

$$a=\int_0^\infty d\varepsilon\,w\,g_R,\qquad b=\int_0^\infty d\varepsilon\,w\,z\,g_R. \tag{8}$$

Up to the factor $2/h$, $a$ is the change of the outgoing particle flow caused by collisions, and $b$ is the change of the outgoing heat flow, that is, of energy measured from $\mu$. Let $a_L$ and $b_L$ be the same integrals with $g_L$.

The linear part of $j$ is proportional to $\int w(\psi_R-\psi_L)$. At the right end this equals $eV\int w+a$, and at the left end $eV\int w-a_L$. Since $j$ is constant, $a_L=-a$. The same comparison with an extra factor $z$, for the constant current $j_E-\mu j$, gives $b_L=-b$. In $\Pi$ the known parts $\pm eV/2$ cancel at each end, which leaves

$$\int_0^\infty d\varepsilon\,w\,k\,g_R=\int_0^\infty d\varepsilon\,w\,k\,g_L. \tag{9}$$

### Lemma 2: the deviations are small

Write $\|\phi\|^2=\int_0^\infty d\varepsilon\,w\,\phi^2$ for functions of energy.

**Lemma 2.** $\|g_R\|$ and $\|g_L\|$ are at most a number times $eV\,t$, whatever the length of the wire.

*Proof.* The function $\tfrac12eV\,p/p_F$ solves (1), since it does not depend on $x$ and $Cp=0$. Subtract it and define $\chi=\psi-\tfrac12eV\,p/p_F$, which also solves (1). Its incoming values follow from (6):

$$\chi_R(0)=\tfrac12eV\left(1-\frac{k}{p_F}\right),\qquad
\chi_L(L)=-\tfrac12eV\left(1-\frac{k}{p_F}\right). \tag{10}$$

With $y=z/\mu\ge-1$ we have $k/p_F=\sqrt{1+y}$, and

$$\left|\sqrt{1+y}-1\right|=\frac{|y|}{\sqrt{1+y}+1}\le|y|. \tag{11}$$

We also need the second moment of $w$. With $s=z/T$ and the expansion $e^{s}/(e^{s}+1)^2=\sum_{n\ge1}(-1)^{n-1}n\,e^{-ns}$ for $s>0$,

$$\int_{-\infty}^{\infty}dz\,w\,z^2
=2T^2\sum_{n\ge1}(-1)^{n-1}n\,\frac{2}{n^3}
=4T^2\,\frac{\pi^2}{12}=\frac{\pi^2T^2}{3}. \tag{12}$$

The alternating sum is $\sum1/n^2=\pi^2/6$ minus twice its even terms, $2\cdot\pi^2/24$. By (10) to (12), the two incoming squared norms add up to at most

$$2\left(\frac{eV}{2}\right)^2\frac{\pi^2T^2}{3\mu^2}=\frac{\pi^2}{6}(eV)^2t^2. \tag{13}$$

Now multiply (1), written for $\chi$, by $w\chi$ and integrate over $p$ and over $x$. Since $\int dp\,v\,w\chi^2=\int d\varepsilon\,w(\chi_R^2-\chi_L^2)$,

$$\|\chi_R(L)\|^2+\|\chi_L(0)\|^2
=\|\chi_R(0)\|^2+\|\chi_L(L)\|^2-2\int_0^Ldx\,\langle\chi,C\chi\rangle. \tag{14}$$

The last term is not positive, so the outgoing norms also obey the bound (13). Finally, $g_R=\chi_R(L)-\chi_R(0)$ by (7) and (10), because the subtracted function has the same value at both ends. The triangle inequality gives the claim for $g_R$, and the same steps give it for $g_L$. $\square$

The physical content is that the electrons supplied by the leads are already close to a state that collisions leave alone. A constant shift $\pm eV/2$ of the two branches and a boost $\pm\tfrac12eV\,k/p_F$ agree at the Fermi energy. They differ across the thermal window because the momentum varies there, by the relative amount $z/2\mu$ to first order. Since $2\mu=p_Fv_F$, this is the variation along the tangent to the band at the Fermi point. The curvature of the band enters only at order $z^2$.

### Lemma 3: backscattering is paid for in heat

**Lemma 3.**

$$a=-\frac{b}{2\mu}+O(eV\,t^3). \tag{15}$$

*Proof.* The identity $\sqrt{1+y}=1+\tfrac12y-\tfrac12(\sqrt{1+y}-1)^2$ follows by expanding the square. With (11) it gives

$$\frac{k}{p_F}=1+\frac{z}{2\mu}+r,\qquad|r|\le\frac{z^2}{2\mu^2}. \tag{16}$$

Insert this into (9), divided by $p_F$, and use $a_L=-a$ and $b_L=-b$:

$$a+\frac{b}{2\mu}+\int w\,r\,g_R=-a-\frac{b}{2\mu}+\int w\,r\,g_L.$$

Hence

$$a+\frac{b}{2\mu}=\frac12\int_0^\infty d\varepsilon\,w\,r\,(g_L-g_R).$$

By the Cauchy–Schwarz inequality, each integral on the right is at most $\left(\int w\,z^4\right)^{1/2}\|g\|/2\mu^2$ in magnitude. The fourth moment is a number times $T^4$, and $\|g\|$ is of order $eV\,t$ by Lemma 2. The product is of order $eV\,t^3$. $\square$

The factor $2\mu$ can be read off from one event. Turning a right mover at the Fermi point into a left mover changes the total momentum by $-2p_F$. The other electrons must take up $+2p_F$. An excitation energy $q$ carries momentum $q/v_F$ on the right-moving branch and $-q/v_F$ on the left-moving one. Shifting $q$ from left to right therefore supplies $2q/v_F$, and balance requires $q=p_Fv_F=2\mu$. Each reversed electron thus sends an extra heat $2\mu$ to the right. For $V>0$ the outflow on the right contains fewer electrons but more heat than it would without collisions, provided that $b$ is positive, which depends on the interior of the wire.

## Second half: the interior, the conductance and a real wire

### Symbols and results carried over

The energy from the Fermi level is $z=\varepsilon-\mu$, and $t=T/\mu$. The distribution is $f=f_0+w\psi$ with $w=-\partial f_0/\partial\varepsilon$, and $\psi$ obeys $v\,\partial_x\psi=-C\psi$. The operator $C$ conserves number, energy and momentum, and relaxes everything else at a rate of at least $\gamma$. The inner product is $\langle\phi,\psi\rangle=\int dp\,w\phi\psi$. The bias enters as $eV$, and $j$ is the particle current. The numbers $a$ and $b$ are the changes, due to collisions, of the outgoing flows of particles and heat at the right end, in units of $2/h$. The first half established four results.

- $j$ and the heat current $j_Q=j_E-\mu j$ do not depend on $x$.
- $a=-b/2\mu+O(eV\,t^3)$.
- The function $\chi=\psi-\tfrac12eV\,p/p_F$ obeys the balance (14), and its incoming squared norms add up to at most $\tfrac{\pi^2}{6}(eV)^2t^2$.
- $\int dz\,w\,z^2=\pi^2T^2/3$, and $k/p_F=1+z/2\mu+r$ with $|r|\le z^2/2\mu^2$.

### Lemma 4: heat carried by the equilibrated interior

So far we have shown that the particle, energy and momentum fluxes are constant along the wire, and that collisions change the outgoing particle and heat flows together, with $a=-b/2\mu$ up to $O(eV\,t^3)$. It remains to find the heat carried by the equilibrated interior, which fixes $b$ and with it the conductance, and to compare the result with a numerical solution and with real wires.
